\section*{Photoemission from an exciton of finite momentum}

\section{Result}

Let one exciton of total momentum $Q$ and excitation energy $E_X(Q)$ be described by
\begin{equation}
|X_Q\rangle=\sum_k A_Q(k)\,c^\dagger_k v_{k-Q}|0\rangle,\qquad \sum_k|A_Q(k)|^2=1,
\label{state}
\end{equation}
where $|0\rangle$ is the filled valence band, $c_k$ and $v_k$ annihilate conduction and valence electrons, and $k$ is the momentum of the electron. In a two-band Tamm-Dancoff model with sharp bands and in the sudden approximation, the photoemission intensity at momentum $k$ and removal energy $\omega$ is
\begin{equation}
I(k,\omega)=|M_c|^2|A_Q(k)|^2\,\delta\big(\omega-E_X(Q)-\varepsilon_v(k-Q)\big)+I_{\rm val}(k,\omega),
\label{main}
\end{equation}
where $I_{\rm val}$ comes from valence electrons and has total weight $|M_v|^2(1-|A_Q(k+Q)|^2)$. The first term is a copy of the valence band, shifted by $Q$ in momentum and raised by $E_X(Q)$ in energy. For parabolic bands with masses $m_e$, $m_h$, total mass $M$, reduced mass $\mu$, gap $E_g$ and binding energy $E_b$, and for the lowest exciton without electron-hole exchange, the copy has its top at $k=Q$ and, for constant $M_c$, its intensity maximum at $k=\alpha Q$ with $\alpha=m_e/M$. It lies below the conduction band at the same $k$ by at least $E_b$, and the whole of it lies below the conduction minimum when $Q^2/2M<E_b$. The valence-like curvature belongs to a single $Q$, and in a thermal mixture of 1s excitons the curvature of the mean energy at $k=0$ is reduced and finally reversed. The algebra is in atomic units, and one-particle energies are measured from the valence maximum.

\section{Golden rule}

The light couples through a one-body operator $\Delta=\sum_{ab}\Delta_{ab}a^\dagger_a a_b$. In the sudden approximation the final state is $d^\dagger_p|m\rangle$, where $d^\dagger_p$ creates the photoelectron and $|m\rangle$ is an eigenstate of the $(N-1)$-electron crystal that the photoelectron no longer disturbs. Since $d_p|X_Q\rangle=0$, the product $d_p\Delta$ acting on $|X_Q\rangle$ equals the commutator $[d_p,\Delta]=\sum_b\Delta_{pb}a_b$. The photon momentum is neglected, so $\Delta_{pb}$ selects Bloch states whose crystal momentum $k$ equals the in-plane photoelectron momentum up to a reciprocal lattice vector. With two bands the commutator is
\begin{equation}
\Psi_k=M_c\,c_k+M_v\,v_k ,
\end{equation}
with one-electron matrix elements $M_c$, $M_v$ that may depend on $k$ and on the photon energy $h\nu$. Let $I_v$ be the vacuum level measured from the valence maximum. Energy conservation reads $E^N_X+h\nu=E^{N-1}_m+I_v+E_{\rm kin}$, so with $\omega=E_{\rm kin}+I_v-h\nu$ the rate is proportional to
\begin{equation}
I(k,\omega)=\sum_m|\langle m|\Psi_k|X_Q\rangle|^2\,\delta\big(\omega-E_X^N+E_m^{N-1}\big).
\label{lehmann}
\end{equation}

\section{Hamiltonian and Bethe-Salpeter equation}

Take a lattice of $L$ cells with one conduction and one valence orbital per cell, and $c^\dagger_k=L^{-1/2}\sum_j e^{ikj}c^\dagger_j$, likewise for $v$. Define the hole number $h_i=1-v^\dagger_iv_i$, the excess electron number $\delta n_i=c^\dagger_ic_i-h_i$ and the pair operator $B^\dagger_i=c^\dagger_iv_i$. The model is
\begin{align}
H={}&\sum_k\big[\varepsilon_c(k)c^\dagger_kc_k+\varepsilon_v(k)v^\dagger_kv_k\big]+\tfrac12\sum_{i\neq j}W_{i-j}\,\delta n_i\,\delta n_j\nonumber\\
&-W_0\sum_ic^\dagger_ic_i\,h_i+\sum_{ij}J_{i-j}B^\dagger_iB_j ,
\label{H}
\end{align}
with a static screened interaction $W$ and an electron-hole exchange $J$, both even in $i-j$. Each term conserves $N_c=\sum_ic^\dagger_ic_i$, which is the content of the Tamm-Dancoff approximation here. On $|0\rangle$ the operators $\delta n_i$, $c_i$ and $B_j$ give zero, so $|0\rangle$ is an eigenstate with $E_0=\sum_k\varepsilon_v(k)$.

The one-hole state $v_{k'}|0\rangle$ is also an eigenstate. It is a sum of configurations with one hole on one site, for which $\delta n_i\delta n_j=0$ when $i\neq j$, and it has no conduction electron for the $W_0$ and $J$ terms to act on. The band term gives $E_0-\varepsilon_v(k')$, so $\varepsilon_v$ is the quasiparticle band of the model and the hole has an infinite lifetime.

For the pair states, expand in sites:
\begin{equation}
|k\rangle=c^\dagger_kv_{k-Q}|0\rangle=\frac1L\sum_{ij}e^{iki}e^{-i(k-Q)j}c^\dagger_iv_j|0\rangle .
\end{equation}
The band term gives $E_0+\varepsilon_c(k)-\varepsilon_v(k-Q)$. The configuration with the electron at $i$ and the hole at $j\ne i$ has $\delta n_i\delta n_j=-1$, counted twice in the sum with prefactor $\tfrac12$, so its energy is $-W_{i-j}$; for $i=j$ the third term gives $-W_0$. The phases of bra and ket combine to $e^{i(k'-k)(i-j)}$, and the double sum over $i,j$ is $L$ times a sum over $r=i-j$, so
\begin{equation}
\langle k|H_W|k'\rangle=-\frac1{L}\tilde W(k-k'),\qquad \tilde W(p)=\sum_rW_re^{ipr}.
\end{equation}
For exchange, $B_l\,c^\dagger_iv_j|0\rangle=v^\dagger_lc_lc^\dagger_iv_j|0\rangle=\delta_{li}\delta_{lj}|0\rangle$, hence $B_l|k'\rangle=L^{-1}e^{iQl}|0\rangle$ and $\langle k|H_J|k'\rangle=L^{-2}\sum_{il}J_{i-l}e^{-iQ(i-l)}=\tilde J(Q)/L$. The eigenvalue problem for $E_X(Q)=E^N_X-E_0$ is
\begin{equation}
\big[\varepsilon_c(k)-\varepsilon_v(k-Q)\big]A_Q(k)-\frac1L\sum_{k'}\big[\tilde W(k-k')-\tilde J(Q)\big]A_Q(k')=E_X(Q)A_Q(k).
\label{bse}
\end{equation}

\section{The two removal channels}

Apply $c_k$ to Eq.~(\ref{state}) and use $c_kc^\dagger_{k'}=\delta_{kk'}-c^\dagger_{k'}c_k$. In the second term $c_k$ anticommutes with $v_{k'-Q}$ and annihilates $|0\rangle$, so
\begin{equation}
c_k|X_Q\rangle=A_Q(k)\,v_{k-Q}|0\rangle .
\label{key}
\end{equation}
The right side is a single normalized eigenstate times $A_Q(k)$, so this channel contributes one term to Eq.~(\ref{lehmann}), with weight $|M_cA_Q(k)|^2$ and energy
\begin{equation}
\omega=\big[E_0+E_X(Q)\big]-\big[E_0-\varepsilon_v(k-Q)\big]=E_X(Q)+\varepsilon_v(k-Q).
\end{equation}
The electron leaves with the energy of the exciton minus the energy $-\varepsilon_v(k-Q)$ of the free hole that stays behind. The conduction energy $\varepsilon_c(k)$ enters through $E_X$ and $A_Q$ and not through the $k$ dependence of the pole.

The state $v_k|X_Q\rangle$ has $N_c=1$, while Eq.~(\ref{key}) has $N_c=0$. The eigenstates $|m\rangle$ can be chosen with definite $N_c$, so no $|m\rangle$ overlaps both and the cross term $M_c^*M_v$ is absent. The total valence weight is $|M_v|^2\langle v^\dagger_kv_k\rangle$. Each $|k'\rangle$ is an eigenstate of $v_k^\dagger v_k$ with eigenvalue $1-\delta_{k,k'-Q}$, which gives $|M_v|^2(1-|A_Q(k+Q)|^2)$. The poles of this channel sit at $E_X(Q)$ minus the energy of a state with one electron and two holes. This completes Eq.~(\ref{main}).

Two points matter for an implementation. A code that labels amplitudes by the momentum $k_h$ of the missing valence electron must place the weight at $k=k_h+Q$ and the energy at $E_X(Q)+\varepsilon_v(k_h)$. With several bands, $|X_Q\rangle=\sum A_{cv}(k)c^\dagger_{ck}v_{v,k-Q}|0\rangle$, the same anticommutation gives $\sum_cM_cc_{ck}|X_Q\rangle=\sum_v\big[\sum_cM_cA_{cv}(k)\big]v_{v,k-Q}|0\rangle$. Conduction bands then add coherently and valence bands incoherently, with weight $|\sum_cM_cA_{cv}(k)|^2$ at $E_X(Q)+\varepsilon_v(k-Q)$ for each $v$.

\section{Coupling beyond the Tamm-Dancoff approximation}

Add $K\sum_i(B^\dagger_iB^\dagger_{i+1}+{\rm h.c.})$, which creates or destroys two pairs. Equation~(\ref{lehmann}) still holds, and adding and subtracting the correlated ground energy gives for the main pole $\omega=(E^N_X-E^N_0)+(E^N_0-E^{N-1}_h)$, the excitation energy plus the valence removal energy at $k-Q$, both at coupling $K$. The order of the corrections follows from $U=e^{i\pi N_c/2}$. It commutes with Eq.~(\ref{H}) and multiplies $B^\dagger B^\dagger$ and its conjugate by $e^{\pm i\pi}=-1$, so $UH(K)U^\dagger=H(-K)$. It multiplies $c_k$ by a phase. Energies and the weights $|\langle h|c_k|X\rangle|^2$ are therefore even in $K$. For levels that are nondegenerate at given momentum they are analytic in $K$, so the pole shift, the weight change and the satellite weight $\langle N_c\rangle-\sum_k|\langle h|c_k|X\rangle|^2$, which vanishes at $K=0$, have no term linear in $K$.

\section{A six-site ring}

Take $L=6$, $\varepsilon_c=E_c-2t_c\cos(k+0.5)$, $\varepsilon_v=E_v+2t_v\cos(k+0.3)$, with $E_c=5.0$, $t_c=0.4$, $E_v=-0.5$, $t_v=0.25$ eV, $W_{0..3}=1.0,0.5,0.3,0.2$ eV, $J_{0,1}=0.15,0.05$ eV, $M_c=0.8$ and $M_v=0.6+0.3i$. The phases remove the symmetry $k\to-k$. The spectrum below is Eq.~(\ref{lehmann}) evaluated by full diagonalization of Eq.~(\ref{H}) with six and five electrons, and $|A|^2$ is the lowest eigenvector of Eq.~(\ref{bse}) for $Q=2\pi/6$, where $E_X=3.9270$ eV.
\begin{center}
\begin{tabular}{ccccc}
$6k/2\pi$ & pole (eV) & $|A|^2$ & weight & valence weight\\
0 & 3.7938 & 0.8844 & 0.5660 & 0.4281\\
1 & 3.9047 & 0.0487 & 0.0312 & 0.4492\\
2 & 3.5379 & 0.0019 & 0.0012 & 0.4497\\
3 & 3.0602 & 0.0007 & 0.0005 & 0.4490\\
4 & 2.9494 & 0.0022 & 0.0014 & 0.4221\\
5 & 3.3162 & 0.0621 & 0.0397 & 0.0520
\end{tabular}
\end{center}
In the first row $\varepsilon_v(-Q)=-0.1332$ eV, so the pole is $3.9270-0.1332=3.7938$ eV and the weight is $0.64\times0.8844=0.5660$. The missing valence weight appears in the last row, where $k+Q=0$ and $0.45\times(1-0.8844)=0.0520$. The highest pole is in the second row and the brightest in the first.

The highest valence-channel pole, taken over the lowest exciton of each $Q$, lies at $0.60$ eV, above the valence maximum, but its weight is only $2\times10^{-7}$. The highest one with weight above $10^{-3}$ lies at $0.08$ eV, also above the valence maximum. It is the main valence line for $Q=2\pi/6$ at $k=0$, with weight $0.42$, raised by $0.10$ eV from $\varepsilon_v(0)=-0.022$ eV. If the final state were an independent exciton $Q'$ and hole $k'$, the pole would be $E_X(Q)-E_X(Q')+\varepsilon_v(k')$, which can be positive when $E_X(Q')<E_X(Q)$, and binding of the three particles would raise it further. Over all $Q'$ allowed by momentum conservation this independent estimate reaches at most $-0.005$ eV for the $0.08$ eV pole and $0.51$ eV for the $0.60$ eV pole. The rest comes from the interaction of the three particles, on a ring that holds one exciton per six cells. With $K=0.1$ eV and $M_c=1$ the summed absolute weight change is $1.0\times10^{-3}$ and the satellite weight $7.7\times10^{-4}$, both on a scale where the total conduction weight at $K=0$ is one, and the largest pole shift from its $K=0$ position is $1.5\times10^{-3}$ eV. The first two are $3.997$ and $3.998$ times their values at $K=0.05$ eV.

\section{Parabolic bands in two dimensions}

Let $\varepsilon_c=E_g+k^2/2m_e$, $\varepsilon_v=-k^2/2m_h$, $\beta=m_h/M=1-\alpha$ and $q=k-\alpha Q$, so that $k-Q=q-\beta Q$. Then
\begin{align}
\frac{k^2}{2m_e}+\frac{(k-Q)^2}{2m_h}&=\frac{q^2}{2\mu}+q\cdot Q\Big(\frac{\alpha}{m_e}-\frac{\beta}{m_h}\Big)+\frac{Q^2}{2}\Big(\frac{\alpha^2}{m_e}+\frac{\beta^2}{m_h}\Big)\nonumber\\
&=\frac{q^2}{2\mu}+\frac{Q^2}{2M},
\label{sep}
\end{align}
because $\alpha/m_e=\beta/m_h=1/M$ cancels the cross term and turns the last bracket into $(\alpha+\beta)/M$. Exchange is dropped from here on. For area $\mathcal A$ set $A_Q(k)=\phi(q)/\sqrt{\mathcal A}$ and replace $\sum_k$ by $\mathcal A\int d^2k/(2\pi)^2$. The kernel depends on $k-k'=q-q'$, so Eq.~(\ref{bse}) becomes
\begin{equation}
\frac{q^2}{2\mu}\phi(q)-\int\!\frac{d^2q'}{(2\pi)^2}\tilde W(q-q')\phi(q')=-E_b\,\phi(q),\qquad E_X(Q)=E_g-E_b+\frac{Q^2}{2M},
\label{wannier}
\end{equation}
in which $\phi$ and $E_b$ do not depend on $Q$. The pole is
\begin{equation}
\omega(k)=E_g-E_b+\frac{Q^2}{2M}-\frac{(k-Q)^2}{2m_h},
\label{disp}
\end{equation}
with curvature $-1/m_h$ and maximum $E_X(Q)$ at $k=Q$. That maximum is below $E_g$ when $Q<Q_c=\sqrt{2ME_b}$. Subtracting Eq.~(\ref{disp}) from $\varepsilon_c(k)$ and using Eq.~(\ref{sep}) gives
\begin{equation}
\varepsilon_c(k)-\omega(k)=E_b+\frac{(k-\alpha Q)^2}{2\mu}\ \ge E_b ,
\label{gap}
\end{equation}
for any $Q$ within the parabolic model. Equality holds at $k=\alpha Q$, where $\beta^2/m_h=\beta/M$ yields $\omega=E_g-E_b+(1-\beta)Q^2/2M=E_g-E_b+\alpha Q^2/2M$. This point reaches $E_g$ at $Q=Q_c/\sqrt\alpha$.

For the Coulomb attraction $W(r)=1/\epsilon r$, the convolution theorem with $\phi(q)=\int d^2r\,e^{-iq\cdot r}\psi(r)$ turns Eq.~(\ref{wannier}) into $-\nabla^2\psi/2\mu-\psi/\epsilon r=-E_b\psi$. In two dimensions $\nabla^2e^{-r/a}=(1/a^2-1/ar)e^{-r/a}$. The $1/r$ terms cancel if $1/2\mu a=1/\epsilon$, and the constant terms give $E_b$:
\begin{equation}
a=\frac{\epsilon}{2\mu},\qquad E_b=\frac1{2\mu a^2}=\frac{2\mu}{\epsilon^2},\qquad \psi=\sqrt{\frac2\pi}\,\frac{e^{-r/a}}{a}.
\end{equation}
The function is nodeless and hence the lowest state, and $2\pi\int r\,e^{-2r/a}dr=\pi a^2/2$ fixes the norm. For the transform, the radial integral of $e^{-sr-iqr\cos\theta}$ is $1/(s+iq\cos\theta)$, and its integral over $\theta$, done by residues in $z=e^{i\theta}$, is $2\pi(s^2+q^2)^{-1/2}$. The factor $r$ of the measure is supplied by $-\partial/\partial s$, giving $2\pi s(s^2+q^2)^{-3/2}$, which at $s=1/a$ is $2\pi a^2(1+q^2a^2)^{-3/2}$. Thus
\begin{equation}
|\phi(q)|^2=\frac{8\pi a^2}{(1+q^2a^2)^3}.
\label{env}
\end{equation}
For constant $M_c$ the intensity peaks at $k=\alpha Q$ and falls to half at $q_{1/2}=\sqrt{2^{1/3}-1}/a$. At the band top $q=\beta Q$, so the relative intensity there is $(1+\beta^2Q^2a^2)^{-3}$. At $Q_c$ one has $Q_c^2a^2=M/\mu=1/\alpha\beta$, and this ratio is $(1+\beta/\alpha)^{-3}=\alpha^3$.

With $x=q^2a^2$ the measure $|\phi|^2d^2q/(2\pi)^2$, integrated over angle, is $2(1+x)^{-3}dx$. Its norm is $1$, and $\langle x\rangle=2\int[(1+x)^{-2}-(1+x)^{-3}]dx=2(1-\tfrac12)=1$. Isotropy gives $\langle(q-\beta Q)^2\rangle=a^{-2}+\beta^2Q^2$, and $1/2m_ha^2=(\mu/m_h)E_b=\alpha E_b$, so the momentum-integrated mean energy is
\begin{equation}
\langle\omega\rangle=E_X(Q)-\alpha E_b-\frac{\beta Q^2}{2M}=E_g-(1+\alpha)E_b+\frac{\alpha Q^2}{2M}.
\label{mean}
\end{equation}
For constant $M_c$, the signal integrated over all $k$ therefore has its mean below $E_X$ by the mean kinetic energy of the released hole. For $m_h\to\infty$, $\alpha\to0$ and the signal is a flat line at $E_g-E_b$ centred on $k=0$. For $m_e\to\infty$, $\alpha\to1$, the brightest point coincides with the band top, and the mean lies $E_b$ below it.

For independent excitons at density $n_X$ in one state $Q$, the conduction occupation is $n_X\mathcal A|A_Q(k)|^2=n_X|\phi(q)|^2$. Treating them as independent ignores Pauli blocking and requires $8\pi a^2n_X\ll1$.

\section{Thermal mixture}

Let the 1s states be occupied with Boltzmann weight $e^{-Q^2/2Mk_BT}$, ignoring excited states and ionization. The Boltzmann form requires a nondegenerate exciton gas, $2\pi n_X/Mk_BT\ll1$ per exciton species. The intensities add, and by Eq.~(\ref{gap}) the first moment at fixed $k$ is
\begin{equation}
\bar\omega(k)=\varepsilon_c(k)-E_b-\frac{\langle q^2\rangle_k}{2\mu}.
\end{equation}
Substituting $Q=(k-q)/\alpha$, whose Jacobian is constant, the average has weight $|\phi(q)|^2e^{-(k-q)^2/2\sigma^2}$ with $\sigma^2=\alpha^2Mk_BT$. The factor $e^{-k^2/2\sigma^2}$ cancels between numerator and denominator. The factor $e^{k\cdot q/\sigma^2}$ has the angular average $1+k^2q^2/4\sigma^4+O(k^4)$, since the linear term vanishes and $\langle\cos^2\theta\rangle=\tfrac12$. With $u=q^2$ and averages at $k=0$,
\begin{equation}
\langle u\rangle_k=\frac{\langle u\rangle+k^2\langle u^2\rangle/4\sigma^4}{1+k^2\langle u\rangle/4\sigma^4}=\langle u\rangle+\frac{k^2}{4\sigma^4}{\rm Var}(u)+O(k^4).
\end{equation}
Put $u=2\sigma^2y$, so that ${\rm Var}(u)=4\sigma^4{\rm Var}(y)$ and the weight is $(1+cy)^{-3}e^{-y}dy$ with $c=2\sigma^2a^2=\alpha^2Mk_BT/\mu E_b$. Since $\alpha^2M/\mu=m_e/m_h$,
\begin{equation}
\bar\omega''(0)=\frac1{m_e}-\frac{{\rm Var}(y)}{\mu},\qquad c=\frac{m_e}{m_h}\frac{k_BT}{E_b}.
\label{curv}
\end{equation}
At $c=0$ the weight is exponential, ${\rm Var}(y)=1$, and the curvature is $1/m_e-1/\mu=-1/m_h$. To first order in $c$ the weight is $e^{-(1+3c)y}$ and ${\rm Var}(y)=1-6c$. For $c\to\infty$ the norm tends to $1/2c$, while $\int y^2(1+cy)^{-3}e^{-y}dy$ is dominated by $1/c<y<1$ and behaves as $c^{-3}\ln c$, so ${\rm Var}(y)\le\langle y^2\rangle\sim2c^{-2}\ln c\to0$ and the curvature tends to $+1/m_e$. Each $k$ is then fed by excitons with $\alpha Q$ near $k$, whose brightest points follow $\varepsilon_c(k)-E_b$. The mean itself tends to $\varepsilon_c(k)-2E_b$, because $\langle q^2\rangle_k/2\mu$ tends to the 1s kinetic energy $1/2\mu a^2=E_b$. The curvature vanishes where ${\rm Var}(y)=\mu/m_e=\beta$. These statements concern the first moment and not the maximum of the line. By Eq.~(\ref{gap}) the line at fixed $k$ ends at the upper edge $\varepsilon_c(k)-E_b$, where $u=0$. The weight decreases from that edge when $k^2<2\sigma^2(1+3c)$, so in this range the unbroadened line has a maximum that follows the conduction curvature at any $T>0$.

\section{Worked example}

Take the round parameters $m_e=0.4$, $m_h=0.6$ in units of $m_0$, $\epsilon=6$, $E_g=2.5$ eV and $Q=0.1$ \AA$^{-1}$ along $x$. Then $M=1$, $\mu=0.24$, $\alpha=0.4$, $\beta=0.6$. In laboratory units $k^2/2m$ becomes $\eta k^2/m$ with $\eta=\hbar^2/2m_0=3.80998$ eV\,\AA$^2$, and $1/\epsilon r$ becomes $e'^2/\epsilon r$ with $e'^2=14.39965$ eV\,\AA, so the cancellation condition is $\eta/\mu a=e'^2/\epsilon$:
\begin{align}
a&=\frac{3.80998\times6}{0.24\times14.39965}=6.6147\ \text{\AA},\\
E_b&=\frac{3.80998}{0.24\times6.6147^2}=0.3628\ \text{eV}=0.01333\ \text{hartree}.
\end{align}
Hence $E_X(0)=2.1372$ eV, the centre-of-mass energy is $3.80998\times0.01=0.0381$ eV, and $E_X(Q)=2.1753$ eV $=0.07994$ hartree. The band top lies $0.3247$ eV below $E_g$. The brightest point is at $k=0.040$ \AA$^{-1}$, where $\omega=2.1372+0.4\times0.0381=2.1524$ eV and $\varepsilon_c=2.5152$ eV differ by $E_b$. For $h\nu=25$ eV and $I_v=6$ eV its kinetic energy is $25-6+2.1524=21.1524$ eV. Along $k_x$, Eqs.~(\ref{disp}), (\ref{gap}) and (\ref{env}) give:
\begin{center}
\begin{tabular}{cccc}
$k_x$ (\AA$^{-1}$) & $\omega$ (eV) & $\varepsilon_c-\omega$ (eV) & $I/I_{\max}$\\
$-0.10$ & 1.921 & 0.674 & 0.156\\
0.00 & 2.112 & 0.388 & 0.816\\
0.04 & 2.152 & 0.363 & 1.000\\
0.10 & 2.175 & 0.420 & 0.645\\
0.20 & 2.112 & 0.769 & 0.105\\
0.30 & 1.921 & 1.436 & 0.016
\end{tabular}
\end{center}
The energies are symmetric about $k_x=0.10$ \AA$^{-1}$ and the intensities are not. The points $0.00$ and $0.20$ \AA$^{-1}$ share one energy with relative intensities $0.816$ and $0.105$, so the bright part of the arc is mostly its rising side. The half width is $q_{1/2}=0.0771$ \AA$^{-1}$. For $Q=0$ the pole drops over this range by $\eta q_{1/2}^2/m_h=0.038$ eV, which is the size of the downward bending inside the bright region. With $\alpha E_b=0.1451$ eV, Eq.~(\ref{mean}) gives $2.1753-0.1451-0.6\times0.0381=2.0073$ eV. The band top reaches $E_g$ at $Q_c=\sqrt{0.3628/3.80998}=0.309$ \AA$^{-1}$ and the brightest point at $0.488$ \AA$^{-1}$. The peak $8\pi a^2$ is $1100$ \AA$^2$, so $n_X=10^{-4}$ \AA$^{-2}$ gives an occupation of $0.11$, which meets the low-density condition marginally.

For the mixture, ${\rm Var}(y)$ is obtained by trapezoidal quadrature in $\ln y$, and curvatures are in units of $\hbar^2/m_0$, between the limits $-1.667$ and $+2.500$. At $20$ K, $k_BT=0.00172$ eV, $c=0.00317$ and ${\rm Var}(y)=0.9814$, close to $1-6c=0.981$, so the curvature is $2.5-0.9814/0.24=-1.589$. At $300$ K, $k_BT=0.02585$ eV and $c=0.0475$. Here $1-6c=0.715$ falls below the computed $0.7874$, and the curvature is $2.5-0.7874/0.24=-0.781$. This is less than half the valence value, although $k_BT$ is far below $E_b$. To first order in $c$ the curvature changes by $6c/\mu=1.19$. Relative to the valence value $1/m_h$ this is $6cm_h/\mu=6k_BT/\beta E_b=0.71$, so the factor $6/\beta=10$ offsets the small ratio $k_BT/E_b$. The higher orders reduce the change from $1.19$ to $0.89$. A hole mass read from this curvature of the mean at $k=0$ would be $1/0.781=1.28$ in place of $0.6$; a parabolic fit of the mean over $|k|<q_{1/2}$ gives $1.12$. The line maximum behaves differently and depends on resolution: between $k=0$ and $0.02$ \AA$^{-1}$ its curvature is about $+2.2$, $+0.3$ and $-0.6$ for Gaussian broadenings of standard deviation $3$, $30$ and $100$ meV. All these values are for the dilute limit. At $n_X=10^{-4}$ \AA$^{-2}$ in one species, $2\pi n_X/Mk_BT$ is $2.8$ at $20$ K and $0.19$ at $300$ K, and Bose occupation changes the curvatures of the mean to $-1.63$ and $-0.82$. A root search on Eq.~(\ref{curv}) puts the sign change at $778$ K, where $k_BT=0.067$ eV and $c=0.123$; this figure belongs to the 1s-only model and omits ionization, which a Saha estimate without spin or valley degeneracy puts at about $12\%$ for a pair density of $10^{-4}$ \AA$^{-2}$ and $69\%$ for $10^{-6}$ \AA$^{-2}$ at that temperature.
